# Hall factor for acoustic-phonon scattering in a nondegenerate parabolic band: a numerical check

```python
"""Hall factor of nondegenerate carriers scattered by acoustic phonons.

Result under test: r_H = n q R_H = <tau^2>/<tau>^2 = 3 pi/8 in weak field,
for an isotropic parabolic band and tau = tau0 * x**(-1/2), x = energy/kT.
<A> is the average of A with weight x**(3/2) exp(-x).
R_H = E_y/(j_x B) at j_y = 0, with B along z; q is the carrier charge.
beta = |q| B tau0/m is the dimensionless magnetic field.
SI units are used for the film; the kinetic tests use m = kT = tau0 = 1.
"""
import numpy as np
import sympy as sp
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit, gamma

IDEAL = 3 * np.pi / 8


# ---------- exact averages, by symbolic integration of their definition
x = sp.symbols("x", positive=True)


def symbolic_mean(power):
    top = sp.integrate(x**(sp.Rational(3, 2) + power) * sp.exp(-x), (x, 0, sp.oo))
    bottom = sp.integrate(x**sp.Rational(3, 2) * sp.exp(-x), (x, 0, sp.oo))
    return sp.simplify(top / bottom)


mean_tau = symbolic_mean(-sp.Rational(1, 2))
mean_tau2 = symbolic_mean(-sp.Integer(1))
assert sp.simplify(mean_tau - 4 / (3 * sp.sqrt(sp.pi))) == 0
assert sp.simplify(mean_tau2 - sp.Rational(2, 3)) == 0
assert sp.simplify(mean_tau2 / mean_tau**2 - 3 * sp.pi / 8) == 0


# ---------- Hall factor at any classical field, from the averaged tensor
def hall_factor(beta):
    """Integrate over y = sqrt(x), for which tau = 1/y."""
    cuts = [0, 1e-3, 1e-2, 0.1, 1, 4, 9]
    norm = 2 / mp.gamma(2.5)
    along = norm * mp.quad(
        lambda y: y**5 * mp.exp(-y*y) / (y*y + beta**2), cuts)
    across = norm * mp.quad(
        lambda y: y**4 * mp.exp(-y*y) / (y*y + beta**2), cuts)
    return float(across / (along**2 + beta**2 * across**2))


# ---------- the distribution must satisfy the Boltzmann equation
def equilibrium(p):
    return np.exp(-np.sum(p * p, axis=-1) / 2)


def deviation(p, field, charge, magnetic):
    energy = np.sum(p * p, axis=-1) / 2
    tau = energy**-0.5
    turn = charge * magnetic * tau
    rotated = np.array([field[1], -field[0], 0.0])
    drive = np.asarray(field) + turn[..., None] * rotated
    drive = drive * (charge * tau / (1 + turn**2))[..., None]
    return equilibrium(p) * np.sum(p * drive, axis=-1)


def gradient(function, p, step=1e-4):
    return np.stack([(function(p + step * axis) - function(p - step * axis))
                     / (2 * step) for axis in np.eye(3)], axis=-1)


rng = np.random.default_rng(4)
directions = rng.normal(size=(40, 3))
directions /= np.linalg.norm(directions, axis=1)[:, None]
momenta = directions * rng.uniform(0.5, 3.0, size=(40, 1))
electric = np.array([0.8, -0.5, 0.0])
residual_max = 0.0
for charge in (-1.0, 1.0):
    magnetic = 0.7
    force = charge * np.cross(momenta, np.array([0, 0, magnetic]))
    f1 = lambda p: deviation(p, electric, charge, magnetic)
    left = (charge * gradient(equilibrium, momenta) @ electric
            + np.sum(force * gradient(f1, momenta), axis=1))
    inverse_tau = np.sqrt(np.sum(momenta**2, axis=1) / 2)
    residual = left + f1(momenta) * inverse_tau
    residual_max = max(residual_max, np.max(np.abs(residual)))
assert residual_max < 1e-6  # central-difference error


# ---------- current integrated over momentum space, then the Hall condition
def momentum_space_hall(charge, magnetic):
    node, weight = np.polynomial.legendre.leggauss(160)
    radius, radial_weight = 4.5 * (node + 1), 4.5 * weight
    cosine, polar_weight = np.polynomial.legendre.leggauss(8)
    phi = np.arange(8) * 2 * np.pi / 8
    r, c, a = np.meshgrid(radius, cosine, phi, indexing="ij")
    s = np.sqrt(1 - c * c)
    p = np.stack([r * s * np.cos(a), r * s * np.sin(a), r * c], axis=-1)
    volume = (radial_weight[:, None, None] * polar_weight[None, :, None]
              * r**2 * 2 * np.pi / 8)
    density = np.sum(volume * equilibrium(p))
    sigma = np.zeros((2, 2))
    for column in range(2):
        f1 = deviation(p, np.eye(3)[column], charge, magnetic)
        for row in range(2):
            sigma[row, column] = charge * np.sum(volume * p[..., row] * f1)
    resistivity = np.linalg.inv(sigma)
    return density * charge * resistivity[1, 0] / magnetic


for charge in (-1.0, 1.0):
    assert abs(momentum_space_hall(charge, 0.7) - hall_factor(0.7)) < 1e-6
weak_direct = momentum_space_hall(-1.0, 0.003)
assert abs(weak_direct - IDEAL) < 1e-4

# ---------- weak-field expansion and strong-field limit
small = 1e-3
curvature = (1 - hall_factor(small) / IDEAL) / small**2
assert abs(curvature - (np.pi / 4 - 2 * np.sqrt(np.pi) * small)) < 2e-4
assert abs(hall_factor(100.0) - 1) < 1e-4


# ---------- Fermi statistics; eta = chemical potential/kT from the band edge
def fermi_hall(eta):
    top = np.sqrt(max(eta, 0) + 50)
    centre = np.sqrt(max(eta, 1))

    def moment(power):
        def integrand(y):
            occupied = expit(eta - y * y)
            return 2 * y**(4 - power) * occupied * (1 - occupied)
        return quad(integrand, 0, top, points=[centre], epsabs=0,
                    epsrel=1e-10, limit=200)[0]
    return moment(2) * moment(0) / moment(1)**2


assert abs(fermi_hall(-12.0) - IDEAL) < 1e-4
assert abs(fermi_hall(30.0) - 1) < 2e-3

# ---------- model film
hbar, e, me = const.hbar, const.e, const.m_e
temperature = 300.0
kT = const.k * temperature
mass = 0.3 * me
deformation = 8.0 * e
elastic = 1.5e11
sound = 5000.0
density = 1e22
thickness = 5e-6
current = 1e-5
magnetic = 0.1


def elastic_rate(energy):
    return (np.sqrt(2 * energy) * mass**1.5 * deformation**2 * kT
            / (np.pi * hbar**4 * elastic))


# ---------- golden rule with Bose occupations and true phonon energies
def momentum_loss_rate(energy, speed):
    k = np.sqrt(2 * mass * energy) / hbar
    ratio = mass * speed / (hbar * k)
    mass_density = elastic / speed**2
    node, weight = np.polynomial.legendre.leggauss(48)
    total = 0.0
    for absorbed in (True, False):
        if absorbed:
            low, high = 2 * k * max(ratio - 1, 0), 2 * k * (1 + ratio)
        else:
            low, high = 0.0, 2 * k * max(1 - ratio, 0)
        wave = low + (high - low) * (node + 1) / 2
        if high <= low:
            continue
        bose = 1 / np.expm1(hbar * speed * wave / kT)
        sign = -1 if absorbed else 1
        occupation = bose if absorbed else bose + 1
        cosine = sign * wave / (2 * k) + ratio
        fraction_lost = sign * wave * cosine / k
        coupling = deformation**2 * hbar * wave / (2 * mass_density * speed)
        states = wave**2 / (4 * np.pi**2) * mass / (hbar**2 * k * wave)
        integrand = 2 * np.pi / hbar * coupling * occupation * states * fraction_lost
        total += np.sum(weight * integrand) * (high - low) / 2
    return total


def inelastic_transport(speed):
    node, weight = np.polynomial.legendre.leggauss(240)
    y, w = 3.5 * (node + 1), 3.5 * weight
    tau = np.array([1 / momentum_loss_rate(kT * value**2, speed) for value in y])
    w = w * 2 * y**4 * np.exp(-y * y) / gamma(2.5)
    first, second = np.sum(w * tau), np.sum(w * tau**2)
    return e * first / mass, second / first**2


tau0 = 1 / elastic_rate(kT)
free_path = tau0 * np.sqrt(2 * kT / mass)
mobility = (2 * np.sqrt(2 * np.pi) * e * hbar**4 * elastic
            / (3 * mass**2.5 * deformation**2 * kT**1.5))
hall_mobility = IDEAL * mobility
rate_ratio = momentum_loss_rate(kT, sound) / elastic_rate(kT)
for multiple in (0.5, 1.0, 3.0):
    energy = multiple * kT
    assert abs(momentum_loss_rate(energy, sound) / elastic_rate(energy) - 1) < 0.01
    slow_ratio = momentum_loss_rate(energy, sound / 10) / elastic_rate(energy)
    assert abs(slow_ratio - 1) < 1e-4
mobility_inelastic, hall_inelastic = inelastic_transport(sound)
mobility_slow, hall_slow = inelastic_transport(sound / 10)
assert abs(mobility_inelastic / mobility - 1) < 0.01
assert abs(hall_inelastic / IDEAL - 1) < 0.01
assert abs(mobility_slow / mobility - 1) < 5e-4
assert abs(hall_slow / IDEAL - 1) < 5e-4

# ---------- degeneracy of the film
band_density = 2 * (mass * kT / (2 * np.pi * hbar**2))**1.5


def filling(eta):
    value = quad(lambda y: 2 * y * y * expit(eta - y * y), 0, 8,
                 epsabs=0, epsrel=1e-10)[0]
    return 2 / np.sqrt(np.pi) * value


eta_film = brentq(lambda eta: filling(eta) - density / band_density, -20, 5)
hall_film = fermi_hall(eta_film)
assert abs(hall_film / IDEAL - 1) < 1e-3

hall_coefficient = -IDEAL / (density * e)
hall_voltage = abs(hall_coefficient) * current * magnetic / thickness
apparent_density = current * magnetic / (e * thickness * hall_voltage)

print("INPUTS")
print(f"effective mass: {mass/me:.2f} electron masses")
print(f"deformation potential: {deformation/e:.1f} eV")
print(f"elastic constant: {elastic/1e9:.0f} GPa")
print(f"sound speed: {sound:.0f} m/s")
print(f"temperature: {temperature:.0f} K")
print(f"electron density: {density:.2e} m^-3")
print(f"film thickness: {thickness*1e6:.1f} um")
print(f"current: {current*1e6:.1f} uA")
print(f"magnetic field: {magnetic:.2f} T")
print("AVERAGES AND HALL FACTOR")
print(f"<tau>/tau0: {float(mean_tau):.6f}")
print(f"<tau^2>/tau0^2: {float(mean_tau2):.6f}")
print(f"Hall factor from their ratio: {float(mean_tau2/mean_tau**2):.6f}")
print(f"Hall factor, momentum-space integral, beta=0.003: {weak_direct:.6f}")
print(f"largest Boltzmann residual (dimensionless): {residual_max:.1e}")
print("FILM RESULTS")
print(f"thermal energy kT: {kT/e*1000:.3f} meV")
print(f"tau0, time at energy kT: {tau0*1e12:.4f} ps")
print(f"mean free path: {free_path*1e9:.2f} nm")
print(f"drift mobility: {mobility:.5f} m^2/(V s)")
print(f"Hall mobility: {hall_mobility:.5f} m^2/(V s)")
print(f"Hall mobility, converted: {hall_mobility*1e4:.1f} cm^2/(V s)")
print(f"Hall coefficient: {hall_coefficient:.5e} m^3/C")
print(f"Hall voltage, magnitude: {hall_voltage*1e6:.3f} uV")
print(f"density inferred with r_H=1: {apparent_density:.4e} m^-3")
print(f"error of that density: {100*(apparent_density/density-1):.2f} %")
print("CHECK OF THE ELASTIC APPROXIMATION")
print(f"inelastic/elastic rate at energy kT: {rate_ratio:.5f}")
print(f"drift mobility, inelastic rate: {mobility_inelastic:.5f} m^2/(V s)")
print(f"Hall factor, inelastic rate: {hall_inelastic:.5f}")
print(f"Hall factor, sound speed divided by 10: {hall_slow:.5f}")
print("FIELD DEPENDENCE (classical)")
for value in (0.1, 1.0, 5.0, 10.0):
    beta = e * value * tau0 / mass
    print(f"B={value:.1f} T: beta={beta:.4f}, mu_H B={hall_mobility*value:.4f},"
          f" r_H={hall_factor(beta):.5f}")
print("DEGENERACY (weak field)")
print(f"effective density of states: {band_density:.4e} m^-3")
print(f"film: eta={eta_film:.3f}, r_H={hall_film:.5f}")
for eta in (0.0, 5.0, 30.0):
    print(f"eta={eta:.0f}: r_H={fermi_hall(eta):.5f}")
print("no test failed")
```

Printed output:

```
INPUTS
effective mass: 0.30 electron masses
deformation potential: 8.0 eV
elastic constant: 150 GPa
sound speed: 5000 m/s
temperature: 300 K
electron density: 1.00e+22 m^-3
film thickness: 5.0 um
current: 10.0 uA
magnetic field: 0.10 T
AVERAGES AND HALL FACTOR
<tau>/tau0: 0.752253
<tau^2>/tau0^2: 0.666667
Hall factor from their ratio: 1.178097
Hall factor, momentum-space integral, beta=0.003: 1.178089
largest Boltzmann residual (dimensionless): 2.8e-09
FILM RESULTS
thermal energy kT: 25.852 meV
tau0, time at energy kT: 0.6587 ps
mean free path: 114.69 nm
drift mobility: 0.29052 m^2/(V s)
Hall mobility: 0.34226 m^2/(V s)
Hall mobility, converted: 3422.6 cm^2/(V s)
Hall coefficient: -7.35310e-04 m^3/C
Hall voltage, magnitude: 147.062 uV
density inferred with r_H=1: 8.4883e+21 m^-3
error of that density: -15.12 %
CHECK OF THE ELASTIC APPROXIMATION
inelastic/elastic rate at energy kT: 0.99744
drift mobility, inelastic rate: 0.29105 m^2/(V s)
Hall factor, inelastic rate: 1.17568
Hall factor, sound speed divided by 10: 1.17807
FIELD DEPENDENCE (classical)
B=0.1 T: beta=0.0386, mu_H B=0.0342, r_H=1.17692
B=1.0 T: beta=0.3862, mu_H B=0.3423, r_H=1.13446
B=5.0 T: beta=1.9310, mu_H B=1.7113, r_H=1.03756
B=10.0 T: beta=3.8620, mu_H B=3.4226, r_H=1.01322
DEGENERACY (weak field)
effective density of states: 4.1234e+24 m^-3
film: eta=-6.021, r_H=1.17792
eta=0: r_H=1.13490
eta=5: r_H=1.02791
eta=30: r_H=1.00091
no test failed
```
